# Does a perfect reflectivity fit fix a film's porosity profile?

**The argument under review**

A porous organosilicate film on silicon is measured by specular X-ray reflectivity. The authors argue as follows: "The kinematic model reproduces the curve at every wavevector, with no residual structure. The fitted density is high in the first 10 nm and lower beneath. The film therefore has a dense skin at its surface, and its porosity profile is established."

Taken literally, the first sentence cannot hold for a measured curve. As the wavevector transfer $q$ tends to zero, the kinematic intensity grows as $q^{-4}$, whereas a real reflectivity never exceeds 1. Refraction also causes misfits above the critical edge. But grant the authors a perfect fit for the sake of argument. The question is whether the last sentence would follow from it.

**What the kinematic model measures**

Let $z$ increase into the sample, with vacuum at $z\to-\infty$, film in $0<z<L$ and substrate of known electron density $\rho_s$ below. Let $\rho(z)$ be the laterally averaged electron density, taken as real (no absorption), and let $q$ be the wavevector transfer. With $k=q/2$ and classical electron radius $r_e$, the wave obeys

$$\psi''+k^2\psi=U\psi,\qquad U(z)=4\pi r_e\,\rho(z).$$

The outgoing solution of $G''+k^2G=\delta(z-z')$ is $G=e^{ik|z-z'|}/(2ik)$. To first order in $U$, the wave under the integral is replaced by the incident wave:

$$\psi(z)=e^{ikz}+\frac{1}{2ik}\int e^{ik|z-z'|}\,U(z')\,e^{ikz'}\,dz'.$$

Far above the sample $|z-z'|=z'-z$, so the integral is a reflected wave $r\,e^{-ikz}$ with

$$r=\frac{1}{2ik}\int U e^{2ikz}dz=\frac{4\pi r_e}{iq}\int\rho(z)\,e^{iqz}dz.$$

The substrate extends to infinity, so a factor $e^{-\eta z}$ is included there and $\eta\to0^+$ is taken at the end. Integration by parts then has no boundary terms, because $\rho$ vanishes in vacuum and the factor vanishes deep in the substrate. With $g=d\rho/dz$,

$$\int\rho\,e^{iqz}dz=-\frac{1}{iq}F(q),\qquad F(q)=\int g(z)\,e^{iqz}dz.$$

Since $-1/(iq)^2=1/q^2$,

$$r=\frac{4\pi r_e}{q^2}F(q),\qquad R(q)=\frac{(4\pi r_e)^2}{q^4}|F(q)|^2 .$$

A bare sharp substrate checks the prefactor. There $F=\rho_s$, while the Fresnel coefficient is

$$\frac{k-k_s}{k+k_s}=\frac{k^2-k_s^2}{(k+k_s)^2}=\frac{4\pi r_e\rho_s}{(k+k_s)^2}\to\frac{4\pi r_e\rho_s}{q^2}$$

at large $q$, where $k_s\to k$.

**Where the inference fails**

Replace $g(z)$ by $g(L-z)$. Substituting $u=L-z$ gives

$$F'(q)=\int g(L-z)\,e^{iqz}dz=e^{iqL}\int g(u)\,e^{-iqu}du=e^{iqL}F(q)^*.$$

The last equality uses the reality of $g$. Hence $|F'|^2=|F|^2$ and $R'=R$ at every $q>0$. Within this model, neither lower noise nor a wider range of $q$ can separate the two profiles.

The second profile is not the film turned upside down. Integrating the reversed gradient from the vacuum side, with $v=L-u$,

$$\rho'(z)=\int_{-\infty}^{z}g(L-u)\,du=\int_{L-z}^{\infty}g(v)\,dv=\rho_s-\rho(L-z).$$

The density is reversed in depth and also subtracted from that of the substrate. If the pore-free wall material has density $\rho_w$ and the pores are empty, $\rho=\rho_w(1-\phi)$ inside the film. Using the same $\rho_w$ for both profiles,

$$\rho_w(1-\phi')=\rho_s-\rho_w\big[1-\phi(L-z)\big]
\;\Rightarrow\;
\phi'(z)=2-\frac{\rho_s}{\rho_w}-\phi(L-z).$$

The alternative is physically admissible only if $0\le\phi'\le1$ throughout the film. It coincides with the original if $\rho(z)+\rho(L-z)=\rho_s$, that is, if $g$ is symmetric about $L/2$.

**The authors' film and its twin**

Take $L=60$ nm and $\rho_w=450$ electrons/nm³. The skin is 10 nm thick with 10 % porosity; the remaining 50 nm has 25 %. Silicon has $\rho_s=699.2$ electrons/nm³, so

$$2-\frac{699.2}{450}=0.446 .$$

The twin therefore has $44.6-25=19.6$ % porosity in its top 50 nm and $44.6-10=34.6$ % in its bottom 10 nm. It has no dense skin. It has a more porous layer against the silicon, which would suggest a different process fault.

| Profile | Density steps, top to bottom (nm⁻³) | Interface widths (nm) |
|---|---|---|
| film | 405.0, −67.5, 361.7 | 0.5, 1.0, 0.3 |
| twin | 361.7, −67.5, 405.0 | 0.3, 1.0, 0.5 |

The widths are standard deviations of Gaussian-smoothed steps, and they are reversed as well. Transforming the numerically differentiated densities for $q$ between 0.02 and 3 nm⁻¹ gives a largest difference in $|F|^2$ of $4\times10^{-15}\rho_s^2$, which is rounding error. Turning the film over instead, with the outer widths held in place, changes $|F|^2$ by 0.375, as the rms difference relative to the rms value. Its steps are 337.5, +67.5 and 294.2 nm⁻³, a different set.

The surviving information can be written in depth space. Because $|F|^2$ is the Fourier transform of the autocorrelation of $g$, and is even in $q$,

$$P(s)=\int g(z)g(z+s)\,dz=\frac1\pi\int_0^\infty |F(q)|^2\cos(qs)\,dq .$$

$P$ contains separations between interfaces and products of their steps, but $P(s)=P(-s)$ carries no direction. For two Gaussian steps $\Delta_i,\Delta_j$ with widths $\sigma_i,\sigma_j$, the peak height is $\Delta_i\Delta_j/\sqrt{2\pi(\sigma_i^2+\sigma_j^2)}$. At $s=10$ nm the film gives

$$\frac{405.0\times(-67.5)}{\sqrt{2\pi(0.5^2+1.0^2)}}\approx-9.75\times10^3\ \text{nm}^{-7}.$$

In the twin the same pair of steps lies at the bottom and gives the same peak. Reversal is one ambiguity; nothing here shows that it is the only one.

**Does the real reflectivity share the ambiguity?**

It does not in general, because the kinematic model omits refraction and multiple reflection. A uniform film shows the effect of refraction most simply. Its twin is uniform too, so 35.0 % porosity is exchanged for 9.6 %: kinematically, even the mean porosity is undetermined.

Inside a film of density $\rho_f$ the wavevector transfer is $q_f=\sqrt{q^2-16\pi r_e\rho_f}$. If $0<\rho_f<\rho_s$, both interfaces reflect with the same sign above the substrate's critical edge. Minima then occur near $q_fL=(2m+1)\pi$, neglecting the slow variation of the interface coefficients:

$$q^2=\left[\frac{(2m+1)\pi}{L}\right]^2+16\pi r_e\rho_f .$$

For $2m+1=19$ and interface widths of 0.4 nm, the exact minima lie at 1.0155 and 1.0234 nm⁻¹. The shift is 0.0079 nm⁻¹, as the formula predicts to within about 1 %. A small thickness error could imitate this at one minimum, but not at all of them. Varying the formula at large $q$ gives

$$\delta q\approx-\frac{q\,\delta L}{L}+\frac{8\pi r_e\,\delta\rho_f}{q},$$

so the two contributions depend differently on $q$.

The layered pair is harder to separate by fringe position. The mean densities of twins add up to $\rho_s$, and here both are close to $\rho_s/2$; the mean porosities are 22.5 % and 22.1 %. Refraction therefore shifts the overall fringe phase almost equally. What differs is the balance between interfaces. Between densities $\rho_a$ and $\rho_b$, with $\Delta=\rho_b-\rho_a$, the Fresnel coefficient is

$$r_{ab}=\frac{4\pi r_e\Delta}{(k_a+k_b)^2},\qquad
k_a+k_b\approx q-\frac{4\pi r_e(\rho_a+\rho_b)}{q},$$

and therefore

$$r_{ab}\approx\frac{4\pi r_e\Delta}{q^2}\left[1+\frac{8\pi r_e(\rho_a+\rho_b)}{q^2}\right].$$

The buried interface gains more than the surface. At $q=1$ nm⁻¹ the effective outer steps are about 417 and 388 nm⁻³ for the film, but 371 and 433 nm⁻³ for the twin. Where they oppose each other, the remainders are about 28 and 63 nm⁻³, whereas kinematics gives 43 nm⁻³ for both. This estimate shows only that refraction shifts the balance in opposite directions for the two profiles. It does not predict the depth of the minima, because it omits roughness and the inner step, which at this $q$ still contributes about 43 nm⁻³, as much as the remainders themselves. The full wave solution is needed for that.

Solving the lossless wave problem in 0.1 nm slices, with refraction and multiple reflection included, gives these differences in $\ln R$ between film and twin:

| $q$ (nm⁻¹) | rms | largest | largest after resolution |
|---|---|---|---|
| 0.5–1 | 0.50 | 4.85 | 0.35 |
| 1–2 | 0.21 | 1.76 | 0.15 |
| 2–3 | 0.04 | 0.27 | 0.07 |

The last column assumes a wavelength of 0.154 nm and a divergence of 0.01° full width at half maximum. The curves are sampled every 0.003 nm⁻¹, which is too coarse for the narrowest minima. With a spacing of 0.0005 nm⁻¹, the rms in the first row falls to 0.39 and the largest difference in the second rises to 2.9, while the last column changes by only about 0.01. That column is therefore the one to compare with an experiment.

Resolution removes much of the contrast. With the rough absorption ratios given below, the last column falls further, to about 0.32, 0.10 and 0.04. The largest contrast survives near the critical edge: with absorption and resolution it reaches about 0.85 between 0.35 and 0.5 nm⁻¹ and about 0.7 below 0.35 nm⁻¹. If only 2–3 nm⁻¹ is fitted, errors of about 4 % in $R$ would then be enough to obscure the distinction at any single point.

The kinematic limit is recovered as scattering weakens. When all densities were scaled to 0.5 % and then to 1 % of their values, the rms twin difference relative to the kinematic envelope $(4\pi r_e\rho_s/q^2)^2$, with $\rho_s$ scaled too, grew by a factor of 2.002. Relative to the kinematic intensity, the lifting of the degeneracy is thus linear in density at leading order.

Could adjusted parameters hide the wrong layer order? A trial fit to the film's exact, unsmeared curve allowed thicknesses, porosities and interface widths to vary, but kept the top layer below 27 % porosity and the bottom layer above 28 %. The rms misfit in $\ln R$ fell from 0.31 to 0.21. The bottom porosity stopped at its 28 % limit, so this is the result of one restricted search, not a lower bound on the misfit. With absorption and resolution included, the unadjusted twin already misfits by only about 0.08, and the same search lowers this to about 0.07, with the bottom porosity near 31 %. The smaller misfit comes from the smoothing of the minima, not from the adjustment.

**How far the numbers carry over to a real film**

The thickness, porosities and wall density are rough values for a porous organosilicate dielectric with a process-densified skin. The wall density matters directly: with the electron densities held fixed, raising $\rho_w$ by 5 % changes the film's 25 % porosity to about 29 % and the twin's 34.6 % to about 38 %. A rough dispersion correction of 0.25 electron per silicon atom, applied to the substrate alone, lowers the twin's porosities by 2.8 points.

Absorption also breaks the symmetry when its ratio to refraction differs between materials. With rough ratios of 0.01 in the film and 0.023 in silicon, the twins' kinematic intensities differ by 0.3 % in relative rms. Absorption matters more to the exact curve: after smoothing by the resolution, it changes the film's $\ln R$ by up to about 0.6 below $q=0.35$ nm⁻¹ and about 0.1 above 0.5 nm⁻¹, so it belongs in any fit. Without smoothing, the largest changes on the 0.003 nm⁻¹ grid are 1.3 and 1.5, but with a spacing of 0.0005 nm⁻¹ they grow to about 1.4 and 4, the latter in a narrow minimum. The lossless film's reflectivity falls to $3\times10^{-8}$ in narrow minima before smoothing, and to about $2.5\times10^{-7}$ after smoothing by the resolution; background at that level could fill the minima. Background, diffuse scattering and lateral inhomogeneity are not modelled here.

**What the authors should do**

The claim of a surface skin should be withdrawn unless evidence beyond the kinematic fit supports it. The data should be refitted with the full wave solution from the critical edge upward, including absorption and resolution, starting from both the skin model and its twin.

A known cap offers a further test. If it contributes an amplitude $C$ to $F$, the intensity becomes

$$|C+F|^2=|C|^2+|F|^2+2\,\mathrm{Re}(C^*F).$$

The cross term distinguishes $F$ from $e^{iqL}F^*$ in general, because the cap stays on top in both models. For a 2 nm cap of 1500 electrons/nm³, with both cap interfaces 0.5 nm wide, the two candidates differ by 5.8 % in relative rms, even kinematically. This figure also contains the effect of widening the twin's upper film interface from 0.3 to 0.5 nm, which by itself changes the capped twin's intensity by 5.0 %. Adding the same amplitude $C$ to the unchanged film and twin isolates the cross term and gives 6.3 %. The test requires the cap to be known independently and to leave the pores unfilled. The numerical output below gives the remaining values.

## Computed results

```
classical electron radius: 2.8179e-06 nm
silicon density rho_s: 699.2 electrons/nm^3
wall density rho_w: 450 electrons/nm^3
silicon critical wavevector: 0.3147 1/nm
film thickness: 60 nm; skin 10 nm, remainder 50 nm
film porosity, skin / remainder: 10.0 / 25.0 %
sum of twin porosities: 44.6 %
twin porosity, top 50 nm / bottom 10 nm: 19.6 / 34.6 %
mean porosity, film / twin: 22.5 / 22.1 %
film densities: 405.0, 337.5, 699.2; steps: 405.0, -67.5, 361.7 1/nm^3
film interface widths, top to bottom: [0.5, 1.0, 0.3] nm
twin densities: 361.7, 294.2, 699.2; steps: 361.7, -67.5, 405.0 1/nm^3
twin interface widths, top to bottom: [0.3, 1.0, 0.5] nm
kinematic, largest |F|^2 difference of twins / rho_s^2: 4.0e-15
kinematic, relative rms change, film turned over: 0.375
autocorrelation at 10 nm, film / twin: -9.7547e+03 / -9.7547e+03 nm^-7
autocorrelation at 50 nm, film / twin: -9.3281e+03 / -9.3281e+03 nm^-7
autocorrelation at 60 nm, film / twin: 1.0021e+05 / 1.0021e+05 nm^-7
twin difference ratio when weak density doubles: 2.002
exact twins, difference of ln R (rms, max; max after resolution):
  q 0.10-0.30 1/nm: 0.0000, 0.0000; 0.0001
  q 0.35-0.50 1/nm: 0.6629, 3.5168; 0.9106
  q 0.50-1.00 1/nm: 0.5000, 4.8493; 0.3460
  q 1.00-2.00 1/nm: 0.2132, 1.7645; 0.1469
  q 2.00-3.00 1/nm: 0.0407, 0.2671; 0.0720
wavelength 0.154 nm, divergence 0.01 deg FWHM
resolution, standard deviation in q: 0.0060 1/nm
lowest exact R of film for q up to 3 1/nm: 3.03e-08
wrong order, rms ln R misfit before / after refit: 0.3054 / 0.2106
largest ln R misfit after refit: 3.0555
refit thickness, total / bottom layer: 60.01 / 9.98 nm
refit porosity, top / bottom: 20.8 / 28.0 %
refit interface widths: 0.28, 0.68, 0.48 nm
uniform twins, porosity: 35.0 / 9.6 %
uniform twins, minimum of odd order 19: 1.0155 / 1.0234 1/nm
their shift, exact / refraction formula: 0.00787 / 0.00793 1/nm
rough absorption ratios, film / silicon: 0.01 / 0.023
kinematic twin difference with absorption, relative rms: 2.94e-03
largest ln R change by absorption, q<0.35 / q>0.5 1/nm: 1.269 / 1.549
twin porosity shift by silicon dispersion: -2.8 points
metal cap: 2 nm, 1500 electrons/nm^3
kinematic twin difference with cap, relative rms: 0.0576
```
